# The Dember field at open circuit and its vanishing for equal diffusivities

## Result

Light creates electrons and holes in pairs near the face \(x=0\) of a semiconductor plate, \(0<x<L\), and both species diffuse inward. If their diffusivities differ, the faster species runs ahead and an electric field builds up. At open circuit and in steady state this Dember field is

\[
E=-\frac{(D_n-D_p)\,n'}{\mu_n n+\mu_p p}, \tag{1}
\]

where \(n,p\) are the electron and hole densities, \(D_n,D_p\) the diffusivities, \(\mu_n,\mu_p\) the positive mobilities, and a prime means \(d/dx\). Equation (1) is an approximation that holds where the field itself varies little over a screening length; it fails within a few screening lengths of a recombining face, even if the densities change only slightly there. The statement for equal diffusivities is stronger: if \(D_n=D_p\), the faces are uncharged and no field is present at the start, then \(E=0\) throughout the plate at every later time, with no assumption of quasi-neutrality.

The model has these assumptions:

- Everything depends on \(x\) alone, so the illumination is uniform across the plate.
- The net donor density \(N\), the temperature, the mobilities and the diffusivities are uniform, and the carriers are nondegenerate.
- Generation and recombination, in the bulk and at the faces, act on pairs.
- No external field is applied.

The field is positive along \(+x\), and \(q>0\) is the elementary charge.

## The field equation

The particle fluxes along \(+x\) are

\[
F_n=-D_n n'-\mu_n nE,\qquad F_p=-D_p p'+\mu_p pE. \tag{2}
\]

The drift terms have opposite signs because the field pushes holes forward and electrons backward. With generation rate \(G\) and recombination rate \(R\), the continuity equations and Gauss's law are

\[
\partial_t n=-F_n'+G-R,\quad \partial_t p=-F_p'+G-R,\quad
\varepsilon E'=q(p-n+N). \tag{3}
\]

Differentiate Gauss's law in time and insert the continuity equations. The pair terms \(G-R\) cancel:

\[
\varepsilon\,\partial_t E'=q(\partial_t p-\partial_t n)=-q(F_p-F_n)' .
\]

The sum of conduction and displacement current, \(q(F_p-F_n)+\varepsilon\,\partial_tE\), is therefore independent of \(x\). It is the current in the external circuit, and at open circuit it is zero:

\[
\varepsilon\,\partial_tE=q(F_n-F_p)
=-q(\mu_n n+\mu_p p)E-q(D_n n'-D_p p'). \tag{4}
\]

Because \(N'=0\), the derivative of Gauss's law gives \(p'=n'+(\varepsilon/q)E''\). Hence

\[
D_n n'-D_p p'=(D_n-D_p)n'-\frac{\varepsilon D_p}{q}E'' .
\]

With the abbreviation \(s=\mu_n n+\mu_p p\), so that \(qs\) is the conductivity, equation (4) becomes

\[
\varepsilon\,\partial_tE=-q\,sE-q(D_n-D_p)n'+\varepsilon D_pE'' . \tag{5}
\]

No approximation has been made within the model. The first term on the right is relaxation by conduction, the second is the Dember source, and the third spreads the field by diffusion of the space charge.

In steady state the left side is zero. If \(E\) varies slowly enough that \(\varepsilon D_p|E''|\ll qs|E|\), the last term can be dropped, and equation (1) follows.

For \(D_n>D_p\) and a density that falls inward, \(n'<0\) and \(E>0\). The field points into the plate, holding back the electrons and helping the holes until the two fluxes agree. The illuminated side is at the higher potential.

## Equal diffusivities

Set \(D_n=D_p=D\) in equation (5). The source disappears:

\[
\varepsilon\,\partial_tE=-q\,sE+\varepsilon D E'' . \tag{6}
\]

With uncharged faces and no external field, \(E(0)=E(L)=0\). Define \(W=\int_0^L\tfrac12\varepsilon E^2dx\), multiply equation (6) by \(E\), and integrate the last term by parts:

\[
\frac{dW}{dt}=-q\int_0^L sE^2dx+\varepsilon D\,[EE']_0^L-\varepsilon D\int_0^L(E')^2dx .
\]

The boundary term is zero, and the two remaining terms cannot be positive. Since \(W\ge0\), a plate that starts with \(W=0\) keeps \(W=0\), however strong the light.

A field present at the start dies away. A function that vanishes at both ends is a sum of sines \(\sin(k\pi x/L)\) with \(k\ge1\), so \(\int(E')^2dx\ge(\pi/L)^2\int E^2dx\). If \(s_{\min}\) is the smallest value of \(s\) reached, then

\[
\frac{dW}{dt}\le-2\left(\frac{q s_{\min}}{\varepsilon}+\frac{\pi^2D}{L^2}\right)W ,
\]

and \(W\) decays at least exponentially.

The mobilities were not assumed equal. For nondegenerate carriers at one temperature \(T\), the Einstein relation \(D=\mu V_T\), with \(V_T=k_BT/q\), ties equal diffusivities to equal mobilities. To see which quantity matters, one can relax that relation in the equations. Equations (2) and (3) were solved numerically, without quasi-neutrality, for the plate of the example below.

- With both diffusivities set to 23.9 cm²/s and mobilities of 1400 and 450 cm²/Vs, a neutral start gave no field above \(2.2\times10^{-13}\) V/cm at any time step, which is rounding error.
- With the same values and charge separated at the start, the peak field fell from about 4050 V/cm after the first time step to \(1.1\times10^{-13}\) V/cm.
- With the mobilities made equal and the diffusivities left at 36.19 and 11.63 cm²/s, a peak field of about 39 V/cm remained.

The source is the difference of diffusivities. The mobilities set how strongly the plate conducts against it.

Uniform doping is essential. If \(N\) varies, then \(p'=n'-N'+(\varepsilon/q)E''\), and equation (6) gains the source \(-qDN'\). In steady state and for slow variation, this leaves the field \(-DN'/s\) even at equal diffusivities.

## The common flux

In the quasi-neutral region \(p'\approx n'\). Insert equation (1) into the electron flux:

\[
F_n=-D_n n'+\frac{\mu_n n(D_n-D_p)n'}{s}
=-\frac{\mu_p pD_n+\mu_n nD_p}{\mu_n n+\mu_p p}\,n' .
\]

The terms \(\mu_n nD_n\) have cancelled. In the hole flux the terms \(\mu_p pD_p\) cancel in the same way, and the result is identical. Both species therefore move with one flux \(\Gamma=-D_an'\). With \(\mu=D/V_T\),

\[
D_a=\frac{(n+p)D_nD_p}{nD_n+pD_p}. \tag{7}
\]

Two limits show its content. If \(p\ll n\), and also \(pD_p\ll nD_n\), then \(D_a\to D_p\): the scarce holes set the pace. If \(n\approx p\), then \(D_a\to2D_nD_p/(D_n+D_p)\).

The field has matching limits. Let \(\Delta\) be the excess density, equal for both species. At high injection, \(n\approx p\approx\Delta\) and

\[
E\to-V_T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,\frac{\Delta'}{\Delta},
\]

which does not change if the whole profile is scaled up. At low injection in n-type material, \(s\approx\mu_nN\) and \(E\to-V_T(1-\mu_p/\mu_n)\Delta'/N\), which is proportional to the excess density.

## The Dember voltage

Since \(n\) and \(p\) both rise by \(\Delta\) above uniform dark values, \(s'=(\mu_n+\mu_p)\Delta'\). Equation (1) becomes a logarithmic derivative:

\[
E=-\frac{D_n-D_p}{\mu_n+\mu_p}\,\frac{s'}{s}.
\]

With \(E=-\phi'\), the potential drop is \(\phi(0)-\phi(L)=\int_0^LE\,dx\). The Einstein relation then gives

\[
V_D=\phi(0)-\phi(L)=V_T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,\ln\frac{s(0)}{s(L)}. \tag{8}
\]

Only the densities at the two ends enter.

This is the electrostatic drop inside the plate. A voltmeter compares the Fermi levels of the two metal leads, so its reading also contains the potential steps at the contacts. If both contacts hold the excess density at zero, then \(s(0)=s(L)\) and the quasi-neutral drop is zero, although the field between them is not: it changes sign where the density peaks.

## Where quasi-neutrality fails

An uncharged face requires \(E=0\), but at a recombining face equation (1) gives a finite value. A thin layer must join the two. In steady state both fluxes equal \(\Gamma\), and equations (2) can be solved for the slopes:

\[
n'=-\frac{\Gamma}{D_n}-\frac{nE}{V_T},\qquad
p'=-\frac{\Gamma}{D_p}+\frac{pE}{V_T}.
\]

Insert these into \(E''=(q/\varepsilon)(p'-n')\):

\[
E''=\frac{E-\hat E}{\lambda^2},\quad
\lambda^2=\frac{\varepsilon V_T}{q(n+p)},\quad
\hat E=\frac{V_T\Gamma}{n+p}\left(\frac1{D_p}-\frac1{D_n}\right). \tag{9}
\]

Here \(\lambda\) is the Debye length of the illuminated plate. Putting \(\Gamma=-D_an'\) into \(\hat E\) and using equation (7) returns equation (1), so \(\hat E\) is the Dember field written in terms of the flux. Across a layer thin enough that \(\Gamma\) and \(n+p\) hardly change, the solution that vanishes at \(x=L\) and tends to \(\hat E\) inside is

\[
E=\hat E\left[1-e^{-(L-x)/\lambda}\right].
\]

Compared with equation (8), the layer removes a voltage of about \(\hat E\lambda\). If the plate is so thin or so poorly conducting that \(\lambda\) is comparable with the length of the density profile, equation (1) fails.

## A silicon plate under green light

Take n-type silicon at 300 K with \(N=10^{15}\) cm⁻³ and \(L=10\) µm. The mobilities are 1400 and 450 cm²/Vs, and \(V_T=25.85\) mV, so \(D_n=36.19\) and \(D_p=11.63\) cm²/s. Light of wavelength 532 nm is absorbed over a depth of 1 µm, at \(10^{20}\) photons per cm² and second. The bulk lifetime \(\tau\) is 1 µs. The front face does not recombine, and the back face has a recombination velocity \(S=10^5\) cm/s. Dark holes are neglected, so \(n=N+\Delta\) and \(p=\Delta\).

The excess density obeys \((D_a\Delta')'+G-\Delta/\tau=0\), with \(\Delta'(0)=0\) and \(-D_a\Delta'=S\Delta\) at the back. Its numerical solution is \(6.30\times10^{15}\) cm⁻³ at the front, \(3.96\times10^{15}\) at 5 µm and \(9.61\times10^{14}\) at the back.

**Field at 5 µm.** Here \(n=4.96\times10^{15}\) cm⁻³, \(p=3.96\times10^{15}\) cm⁻³ and \(n'=-5.807\times10^{18}\) cm⁻⁴. In units of cm⁻¹V⁻¹s⁻¹,

\[
s=1400(4.96\times10^{15})+450(3.96\times10^{15})=8.73\times10^{18},
\]
\[
E=\frac{(36.19-11.63)(5.807\times10^{18})}{8.73\times10^{18}}\approx16.3\ \text{V/cm}.
\]

The full solution, which does not assume quasi-neutrality, also gives 16.3 V/cm. At 1 µm the formula and the full solution both give 7.2 V/cm, and at 9 µm they agree to better than 1 %, with 34.8 V/cm from the formula and 34.6 V/cm from the full solution.

Equation (9) explains the rise toward the back. Beyond the absorbing region \(\Gamma\) changes little, while \(n+p\) falls, and \(\hat E\propto\Gamma/(n+p)\). Near the front the field is small because little flux has yet built up.

**Flux balance at 5 µm.** In units of the absorbed photon flux, electrons diffuse inward at 2.101 and drift back at 1.135, a net 0.97. Holes diffuse at 0.675 and drift forward at 0.291, also a net 0.97. The field cancels more than half of the electron diffusion.

**Voltage.** The end values are \(s(0)=1.305\times10^{19}\) and \(s(L)=3.18\times10^{18}\) cm⁻¹V⁻¹s⁻¹, so

\[
V_D=25.85\ \text{mV}\times\frac{950}{1850}\times\ln 4.11\approx18.8\ \text{mV}.
\]

The full solution, with the back recombination rate taken as \(Sp\), gives 18.3 mV. The difference, about 0.4 mV, is of the size expected from the back layer. There \(\Gamma=S\Delta=9.61\times10^{19}\) cm⁻²s⁻¹ and \(n+p=2.92\times10^{15}\) cm⁻³, so equation (9) gives \(\hat E\approx50\) V/cm. With \(\lambda=75.6\) nm, the missing voltage is \(\hat E\lambda\approx0.38\) mV. The decay length read from the full solution is about 75 nm. Inside the charged layer \(p\) and \(n-N\) differ, so the form of the face law also matters at this level: with the rate taken as \(S(n-N)\), the difference is 0.2 mV instead.

## Comparison with real silicon

The mobilities and absorption depth are rough values for lightly doped silicon near room temperature. The lifetime varies widely with material quality, and 1 µs is a chosen value; because pairs diffuse across the plate in about 60 ns, a longer lifetime would change the result little. The absorbed intensity, 37 W/cm², is a few hundred times that of sunlight and can be supplied by a laser; the spot must be much wider than the plate is thick for the one-dimensional model to hold. Silicon's conduction valleys are anisotropic, but its cubic symmetry makes the low-field mobility a scalar.

Of the neglected effects estimated here, charge on the faces matters most. Suppose the front carries \(10^{11}\) positive elementary charges per cm², a rough figure for an oxidised surface. The field just inside is then \(E_s=1.55\times10^4\) V/cm. In the thin screening layer, take the carriers to be in local equilibrium with the densities \(n_b,p_b\) behind it: \(n=n_be^u\) and \(p=p_be^{-u}\), where \(uV_T\) is the potential relative to the region behind. Multiplying Gauss's law by \(\phi'\) and integrating from \(u=0\), where the much smaller Dember field is neglected, to the surface value \(u_s\) gives

\[
\frac{E_s^2}{2}=\frac{qV_T}{\varepsilon}\left[n_b(e^{u_s}-1)+p_b(e^{-u_s}-1)-Nu_s\right].
\]

The solution is a drop of 47 mV; in the full solution, adding this charge raises the voltage across the plate by nearly the same amount. That is about 2.5 times the Dember voltage. No diffusivity appears in the equation, so for given \(n_b\) and \(p_b\) this drop survives when \(D_n=D_p\). It also depends on the illumination through \(n_b\) and \(p_b\), so subtracting a dark reading does not isolate the Dember voltage.

Electron–hole scattering matters much less. Its drag force is proportional to \(np\) times the velocity difference. At open circuit the velocities are \(\Gamma/n\) and \(\Gamma/p\), so the force is proportional to \(\Gamma(p-n)\) and vanishes for \(n=p\). With the Dorkel–Leturcq estimate of the scattering strength, and the density slope held fixed, the field at 5 µm rises by 0.6 to 1 %, depending on how that estimate is converted into a drag coefficient.

Temperature differences matter little here too, provided the plate is cooled so that it stays near 300 K. Balancing the excess photon energy against carrier cooling gives a carrier temperature rise of about 0.2 K at the front, which corresponds to a voltage scale \(k_B\Delta T/q\) of 0.02 mV. Even if all the absorbed power became heat at the front and left through the back, the lattice temperature would differ by only about 0.025 K across the plate. With a Seebeck coefficient of 1 mV/K, that gives a thermovoltage of about 0.025 mV. Both are rough estimates, and the second is on the high side, because the pairs carry part of the energy to the back before releasing it. Coulomb correlation in the electron–hole plasma narrows the gap where the density is high. In the Debye–Hückel estimate each carrier's energy is lowered by \(q^2/(8\pi\varepsilon\lambda)\), which is 1.8 meV at the front and 0.8 meV at the back; this reduces \(V_D\) by about 0.3 mV and the field at 5 µm by about 2 %, comparable with the back-layer correction. Three further effects are also small: degeneracy changes \(D/\mu\) by about one part in \(10^4\), the peak electron drift speed is about 0.6 % of the saturation speed, and the Auger lifetime at the front is far longer than the bulk lifetime of 1 µs: about 47 ms for a constant Auger coefficient, and roughly 10 ms if the Coulomb attraction between electrons and holes is included.

## Calculated quantities

```
Temperature: 300 K
Electron mobility (rough): 1400 cm2/Vs
Hole mobility (rough): 450 cm2/Vs
Relative permittivity (rough): 11.7
Thermal voltage: 25.85 mV
Electron diffusivity: 36.19 cm2/s
Hole diffusivity: 11.63 cm2/s
Donor density: 1e+15 cm^-3
Plate thickness: 10 um
Wavelength: 532 nm
Absorption depth (rough): 1 um
Absorbed photon flux: 1e+20 cm^-2 s^-1
Absorbed intensity: 37.34 W/cm2
Bulk lifetime: 1 us
Back recombination velocity: 1e+05 cm/s
Excess density, front: 6.298e+15 cm^-3
Excess density, 5 um: 3.96e+15 cm^-3
Excess density, back: 9.61e+14 cm^-3
Density slope dn/dx, 5 um: -5.807e+18 cm^-4
Ambipolar diffusivity, 5 um: 16.65 cm2/s
Field at 1 um, formula / full: 7.17 / 7.16 V/cm
Field at 5 um, formula / full: 16.34 / 16.32 V/cm
Field at 9 um, formula / full: 34.76 / 34.65 V/cm
Electron diffusion flux at 5 um / absorbed flux: 2.101
Electron drift flux at 5 um / absorbed flux: -1.135
Hole diffusion flux at 5 um / absorbed flux: 0.6754
Hole drift flux at 5 um / absorbed flux: 0.2913
Dember voltage, formula: 18.75 mV
Dember voltage, full solution: 18.34 mV
Largest field-formula error / peak field: 0.025 %
Back Debye length, formula: 75.6 nm
Back decay length, full solution: 74.5 nm
Common D in equal-D tests: 23.91 cm2/s
Equal D, neutral start: largest field ever: 2.2e-13 V/cm
Equal D, separated start: field after first step: 4.05e+03 V/cm
Equal D, separated start: final peak field: 1.1e-13 V/cm
Equal mobility, unequal D: peak field: 38.7 V/cm
Fixed surface charge (rough): 1e+11 charges/cm2
Field just inside charged surface: 1.55e+04 V/cm
Surface band bending, formula: 46.6 mV
Surface band bending, full solution: 47.8 mV
Field change from electron-hole drag, 5 um: 0.96 %
Carrier temperature rise, front: 0.21 K
Carrier-heating voltage scale: 0.018 mV
Lattice temperature difference (ideal back sink): 0.025 K
Lattice thermovoltage scale: 0.025 mV
Relative degeneracy correction to D/mu: 9.2e-05
Peak electron drift speed / saturation speed: 0.006
Auger lifetime, front: 47 ms
Diffusion time across plate: 60.1 ns
```
